# Sommerfeld enhancement at the band edge of a two-dimensional semiconductor

Take an electron and a hole confined to a plane, attracting each other by a Coulomb force, with exactly zero energy of relative motion. Measure their separation $r$ in exciton radii and energy in exciton Rydbergs, units defined below. The circularly symmetric wave $R(r)$ then obeys

$$\frac{1}{r}\frac{d}{dr}\left(r\frac{dR}{dr}\right)+\frac{2}{r}R=0 .$$

Put $x=\sqrt{8r}$. From $x^2=8r$ we have $dx/dr=4/x$, so $r\,dR/dr=(x^2/8)(4/x)\,dR/dx=\tfrac12x\,dR/dx$. Multiplying the equation by $r$ and writing the outer derivative as $d/dr=(4/x)\,d/dx$ gives

$$\frac{2}{x}\frac{d}{dx}\left(x\frac{dR}{dx}\right)+2R=0 .$$

This is Bessel's equation of order zero. The solution with $R(0)=1$ is $R=J_0(\sqrt{8r})$, and its tail is

$$R\simeq\sqrt{\frac{2}{\pi\sqrt{8r}}}\;\cos\left(\sqrt{8r}-\frac{\pi}{4}\right).$$

Without attraction, a pair of energy $k^2$ has the wave $J_0(kr)$, also equal to one at the origin, with squared envelope $2/(\pi kr)$. The two tails can be compared through the quantity

$$\mathcal J=r\,q(r)\times(\text{squared envelope}),$$

where $q(r)$ is the local wave number. It measures the radial current carried by the outgoing half of the standing wave, and so is independent of $r$ far out. The free wave has $q=k$ and $\mathcal J=2/\pi$. The zero-energy Coulomb wave has $q=\sqrt{2/r}$ and

$$\mathcal J=r\sqrt{\frac2r}\,\frac{2}{\pi\sqrt{8r}}=\frac1\pi .$$

For equal current, the attracted pair is therefore twice as likely to be found in contact. To turn this into a statement about absorption, we must show that light measures the contact probability, that equal current is the right basis of comparison, and that the value at zero energy is the limit from positive energies.

Consider two parabolic bands with reduced mass $\mu$ (in electron masses), initially a full valence band and an empty conduction band. Neglect the photon momentum and electron-hole exchange, and let the interband matrix element $M$ be nonzero and independent of wave vector. A pair state in a sample of area $\mathcal A$ is a superposition of vertical excitations with coefficients $\varphi_{\mathbf k}$, where $\sum_{\mathbf k}|\varphi_{\mathbf k}|^2=1$. Its relative wave function is $\psi(\mathbf r)=\mathcal A^{-1/2}\sum_{\mathbf k}\varphi_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$. The amplitude for creating it is

$$M\sum_{\mathbf k}\varphi_{\mathbf k}^*=M\sqrt{\mathcal A}\,\psi^*(0).$$

By the golden rule, the absorption at energy $E$ above the gap is proportional to

$$\rho(E)=\sum_\lambda|\psi_\lambda(0)|^2\,\delta(E-E_\lambda).$$

Factors depending on photon frequency, $M$ and spin are the same with and without attraction. At equal photon energy the enhancement is thus $S=\rho/\rho_{\rm free}$.

In Hartree units the relative Hamiltonian is $-\nabla^2/(2\mu)-1/(\varepsilon\varrho)$, with $\varrho$ the separation in bohr and $\varepsilon$ the dielectric constant. Write $\varrho=ar$ with

$$a=\frac{\varepsilon}{\mu},\qquad \mathrm{Ry}=\frac{\mu}{2\varepsilon^2}.$$

The kinetic prefactor becomes $1/(2\mu a^2)=\mathrm{Ry}$ and the Coulomb prefactor $1/(\varepsilon a)=\mu/\varepsilon^2=2\,\mathrm{Ry}$. Division by $\mathrm{Ry}$ leaves

$$-\nabla^2\psi-\frac2r\psi=E\psi .$$

States with angular momentum $m$ vanish at the origin as $r^{|m|}$, so only $m=0$ contributes to $\rho$. For $E=k^2>0$,

$$R''+\frac{R'}{r}+\left(k^2+\frac2r\right)R=0 .$$

A second solution behaves as $\ln r$ near the origin. Although square-integrable there, it has a divergent kinetic energy, $\int r(1/r)^2dr$, and since $\nabla^2\ln r=2\pi\delta(\mathbf r)$ it would require a point source absent from the equation. The regular solution is therefore the one to keep.

Set $R=e^{-ikr}F$. Then $R'=e^{-ikr}(F'-ikF)$ and $R''=e^{-ikr}(F''-2ikF'-k^2F)$. After multiplication by $r$, the terms in $k^2r$ cancel:

$$rF''+(1-2ikr)F'+(2-ik)F=0 .$$

With $z=2ikr$ and division by $2ik$ this becomes Kummer's equation,

$$zF_{zz}+(1-z)F_z-\alpha F=0,\qquad \alpha=-\frac{2-ik}{2ik}=\frac12+i\eta,\qquad \eta=\frac1k .$$

A power series $F=\sum c_nz^n$ requires $(n+1)^2c_{n+1}=(n+\alpha)c_n$. With $c_0=1$ it is the confluent hypergeometric function ${}_1F_1(\alpha;1;z)$. Its large-distance form follows from

$$F=\frac{1}{\Gamma(\alpha)\Gamma(1-\alpha)}\int_0^1e^{zt}\,t^{\alpha-1}(1-t)^{-\alpha}\,dt .$$

To verify this, expand $e^{zt}$. The $n$th term contains the beta integral $\Gamma(\alpha+n)\Gamma(1-\alpha)/n!$, so the coefficient of $z^n$ is $\Gamma(\alpha+n)/[\Gamma(\alpha)(n!)^2]$, which satisfies the recurrence. The integral converges because the real part of $\alpha$ is $\tfrac12$.

For large imaginary $z$ the integrand oscillates rapidly, and the leading contributions come from the two endpoints. Near $t=1$, with $s=1-t$, the integral gives $e^z\int_0^\infty e^{-zs}s^{-\alpha}ds=e^z\Gamma(1-\alpha)z^{\alpha-1}$. Near $t=0$ it gives $\Gamma(\alpha)(-z)^{-\alpha}$. Therefore

$$F\simeq\frac{e^zz^{\alpha-1}}{\Gamma(\alpha)}+\frac{(-z)^{-\alpha}}{\Gamma(1-\alpha)} .$$

Here $z=e^{i\pi/2}\,2kr$ and $-z=e^{-i\pi/2}\,2kr$, so

$$z^{\alpha-1}=(2kr)^{-1/2+i\eta}e^{-i\pi/4}e^{-\pi\eta/2},\qquad(-z)^{-\alpha}=(2kr)^{-1/2-i\eta}e^{i\pi/4}e^{-\pi\eta/2}.$$

After multiplication by $e^{-ikr}$ the two terms are complex conjugates, because $\Gamma(1-\alpha)=\Gamma(\alpha)^*$. With $\sigma=\arg\Gamma(\tfrac12+i\eta)$ their sum is

$$R\simeq\frac{A}{\sqrt r}\cos\left(kr+\eta\ln2kr-\frac\pi4-\sigma\right),\qquad A^2=\frac{2e^{-\pi\eta}}{k\,|\Gamma(\frac12+i\eta)|^2}.$$

The reflection formula $\Gamma(\alpha)\Gamma(1-\alpha)=\pi/\sin\pi\alpha$ gives $|\Gamma(\tfrac12+i\eta)|^2=\pi/\cosh\pi\eta$, since $\sin(\tfrac\pi2+i\pi\eta)=\cosh\pi\eta$. Thus

$$A^2=\frac{2}{\pi k}\,e^{-\pi\eta}\cosh\pi\eta .$$

To count states, enclose the pair in a disc of large radius $L$ and require $R(L)=0$. The phase of the cosine at $L$ must be $(n+\tfrac12)\pi$. Differentiation gives $dn/dk=[L+O(\ln L)]/\pi$. The logarithmic phase changes the level positions, but its relative contribution to their density vanishes as $L\to\infty$. The normalization integral is

$$2\pi\int_0^LR^2r\,dr\simeq2\pi A^2\int_0^L\cos^2(\cdots)\,dr\simeq\pi A^2L .$$

A normalized state therefore has contact density $1/(\pi A^2L)$, since $R(0)=1$. Multiplying by $dn/dE=(dn/dk)/(2k)$ gives

$$\rho(E)=\frac{1}{\pi A^2L}\,\frac{L}{\pi}\,\frac{1}{2k}=\frac{1}{2\pi^2kA^2}.$$

For the free wave $kA^2=2/\pi$ and $\rho_{\rm free}=1/(4\pi)$, the constant density of states of a plane. The quantity $kA^2$ is the invariant $\mathcal J$ of the opening comparison, which establishes equal current as the proper basis. Taking the ratio,

$$S(E)=\frac{2/(\pi k)}{A^2}=\frac{e^{\pi\eta}}{\cosh\pi\eta}=\frac{2}{1+e^{-2\pi/\sqrt E}} .$$

As $E\to0^+$ the exponential tends to zero, and $S\to2$. The difference from two is

$$2-S=\frac{2}{e^{2\pi/\sqrt E}+1}<2e^{-2\pi/\sqrt E}.$$

It is smaller than any power of $E$ near the edge. Its derivatives vanish there too. Each derivative of $g=e^{-2\pi/\sqrt E}$ is $g$ times a finite sum of negative powers of $E$, and $2-S=2g/(1+g)$. Repeated differentiation thus produces terms with at least one factor $g$, which overwhelms the negative powers. The absorption leaves the edge as a plateau.

The case of repulsion explains the size of this correction. Reversing the sign of the Coulomb term replaces $\eta$ by $-\eta$ throughout, so

$$S_{\rm rep}=\frac{2}{1+e^{2\pi/\sqrt E}},\qquad S+S_{\rm rep}=2 .$$

The shortfall of the attractive factor from two equals the contact factor of a repelled pair. That pair must tunnel from the turning point $b=2/k^2$ to the origin, and the exponent in its probability is

$$2\int_0^b\sqrt{\frac2r-k^2}\,dr=2k\int_0^b\sqrt{\frac br-1}\,dr=2k\,\frac{\pi b}{2}=\frac{2\pi}{k},$$

the same exponent as in $S_{\rm rep}$ near the edge. At high energy, by contrast, $e^{-2\pi/\sqrt E}\simeq1-2\pi/\sqrt E$, and $S\simeq1+\pi/\sqrt E$. The enhancement decays slowly towards one.

The zero-energy calculation can now be completed as a second proof, free of hypergeometric functions. At fixed $r$, the regular wave tends to $J_0(\sqrt{8r})$ as $k\to0$. Beyond a large radius $r_0$ the wave can be continued by the WKB approximation with $q=\sqrt{k^2+2/r}$. Its small parameter obeys

$$\frac{|q'|}{q^2}=\frac{1}{r^2q^3}\le\frac{1}{2^{3/2}\sqrt r},$$

whatever the value of $k$. The accumulated amplitude error beyond $r_0$ is likewise at most of order $r_0^{-1/2}$, uniformly in $k$: its integrand is bounded by a constant times $r^{-3/2}$, including the term $1/(4r^2)$ that appears in the equation for $\sqrt r\,R$. Taking $k\to0$ first and $r_0\to\infty$ afterwards gives $\mathcal J\to1/\pi$. Hence $\rho\to1/(2\pi^2\mathcal J)=1/(2\pi)$, twice the free value.

The same number appears from below the gap. For $E=-\kappa^2$ put $k=-i\kappa$ in the solution, which becomes $R=e^{-\kappa r}{}_1F_1(\tfrac12-1/\kappa;1;2\kappa r)$. Unless the series terminates it grows as $e^{2\kappa r}$, up to a power, and overwhelms the decaying prefactor. Termination requires $\tfrac12-1/\kappa=-n$ with $n=0,1,2,\ldots$ With $\nu=n+\tfrac12$,

$$E_n=-\frac1{\nu^2},\qquad R_n=e^{-r/\nu}L_n(2r/\nu),$$

where $L_n$ is a Laguerre polynomial. From $xL_n=(2n+1)L_n-(n+1)L_{n+1}-nL_{n-1}$ and the orthonormality of these polynomials under the weight $e^{-x}$, one finds $\int_0^\infty xe^{-x}L_n^2dx=2n+1=2\nu$. With $x=2r/\nu$ the normalization integral is $2\pi(\nu/2)^2(2\nu)=\pi\nu^3$, so $|\psi_n(0)|^2=1/(\pi\nu^3)$.

For $n\ge1$, spread the strength of level $n$ over the interval from $-1/n^2$ to $-1/(n+1)^2$. These intervals fill the range up to the gap without overlap. Since $n(n+1)=\nu^2-\tfrac14$, the width is $2\nu/(\nu^2-\tfrac14)^2$. Relative to $\rho_{\rm free}$, the mean strength is

$$\overline S_n=4\pi\,\frac{1}{\pi\nu^3}\,\frac{(\nu^2-\frac14)^2}{2\nu}=2\left(1-\frac{1}{4\nu^2}\right)^2\longrightarrow2 .$$

The crowded bound lines, averaged in this way, join the continuum without a step. With finite broadening the gap is consequently not marked by a jump to twice the free absorption; the strict one-sided limit refers to zero broadening.

For an example, choose the round model parameters $\mu=0.05$ and $\varepsilon=10$. Then $a=10/0.05=200$ bohr, or 10.58 nm, and $\mathrm{Ry}=0.05/(2\times10^2)=2.5\times10^{-4}$ hartree, or 6.803 meV. The lowest bound state has $\nu=\tfrac12$ and lies $4\,\mathrm{Ry}=27.21$ meV below the gap.

At 10 meV above the gap, $E=10/6.803=1.470$. The exponent is $2\pi/\sqrt{1.470}=5.18$, and

$$S=\frac{2}{1+e^{-5.18}}=1.989 .$$

At 1 meV the shortfall from two is only $1.5\times10^{-7}$. At 50 and 100 meV the factors are 1.821 and 1.675. The factor reaches 1.5 when $e^{-2\pi/\sqrt E}=\tfrac13$, that is,

$$E=\left(\frac{2\pi}{\ln3}\right)^2=32.71,$$

or 222.5 meV above the gap. This is about eight times the lowest binding energy: in this model, being far above the exciton line does not make the attraction negligible. At 500 meV the factor is 1.351, while the high-energy expression gives $1+\pi/\sqrt{73.50}=1.37$. In a real crystal the assumptions of parabolic bands and a constant matrix element need separate examination at such energies.

The numerical output below also gives results obtained without the closed formula. Outward integration of the radial equation at $E=0$, with the amplitude read at $r=2000$, gives $S=1.99995$. In a disc of radius 120, diagonalization yields a contact spectral density that agrees with the formula to a largest relative error of $4.4\times10^{-5}$ for levels between 0.2 and 4 Ry. For the bound levels $n=1$ and $n=4$ the averaged enhancements are 1.580 and 1.951, showing the approach to two from below the gap.

The limit does depend on the attraction at short distance. Replace $2/r$ by $2/\sqrt{r^2+d^2}$, a simple model of a pair whose charges are smeared over a length $d$. The tail remains Coulombic, but at zero energy, near the origin where $R\simeq1$,

$$rR'\simeq-\int_0^r\frac{2s\,ds}{\sqrt{s^2+d^2}}=-2\left(\sqrt{r^2+d^2}-d\right).$$

For $d\ll r\ll1$ this is $-2r+2d$. The extra constant $2d$ means that the outer wave contains a logarithm, now legitimate because the singular form does not extend to the origin. Dividing by $r$ and integrating from zero gives, in this range,

$$R\simeq1-2r+2d\left(\ln\frac{r}{2d}+1\right).$$

The outer solution is $cJ_0(\sqrt{8r})+hY_0(\sqrt{8r})$. At small $r$, $Y_0(\sqrt{8r})\simeq(\ln2r+2\gamma)/\pi$, with $\gamma=0.5772$ Euler's constant. Matching the logarithm gives $h=2\pi d$, and matching the constant gives

$$c=1+2d\left(\ln\frac1{4d}+1-2\gamma\right).$$

The tails of $J_0$ and $Y_0$ are a quarter period apart, so $\mathcal J=(c^2+h^2)/\pi$ and the edge value is $2/(c^2+h^2)$. To leading order in small $d$, where $h^2$ is negligible,

$$S(0^+)\simeq2\left[1-4d\left(\ln\frac1{4d}+1-2\gamma\right)\right].$$

For $d=0.01$, which is 0.106 nm here, the bracketed correction is $0.04\times(3.22+1-1.15)=0.12$, giving $S\simeq1.75$. Direct integration gives 1.777. For $d=0.1$, or 1.06 nm, it gives 1.337; the bracketed correction there is 0.30, no longer small, and the expansion is only a rough guide: the leading form gives 1.39, while $2/(c^2+h^2)$ with the matched $c$ and $h$ gives 1.16. Softening by only a hundredth of the exciton radius thus removes about a tenth of the edge absorption. The value two is restored as $d\to0$, but the correction vanishes only as $d\ln(1/d)$. Two is thus the edge value for a strictly planar pair with an unmodified $1/r$ attraction; the long-range tail alone does not secure it. In the example, even a softening length of 0.106 nm matters. This is shorter than the spacing of atoms in a crystal, where a continuum model with a dielectric constant no longer holds. The factor two is therefore a limit of the model, not a prediction for a real layer.

## Numbers as computed

```
reduced mass mu = 0.05 m_e
dielectric constant eps = 10.0
exciton Rydberg = 2.500e-04 hartree
exciton Rydberg = 6.803 meV
exciton radius a = 200.0 bohr
exciton radius a = 10.58 nm
lowest binding energy (diagonalization) = 4.000000 Ry
lowest binding energy = 27.21 meV
1 meV above gap: E = 0.1470 Ry, S = 2.00000, 2-S = 1.527e-07
10 meV above gap: E = 1.4700 Ry, S = 1.98883, 2-S = 1.117e-02
50 meV above gap: E = 7.3499 Ry, S = 1.82065, 2-S = 1.794e-01
100 meV above gap: E = 14.6997 Ry, S = 1.67474, 2-S = 3.253e-01
500 meV above gap: E = 73.4986 Ry, S = 1.35088, 2-S = 6.491e-01
S = 1.5 reached at E = 32.709 Ry
S = 1.5 reached at 222.5 meV above gap
k = 0.5000 1/a: S integrated = 1.999984, S formula = 1.999993
k = 1.0000 1/a: S integrated = 1.996264, S formula = 1.996272
k = 2.0000 1/a: S integrated = 1.917145, S formula = 1.917152
k = 5.7192 1/a: S integrated = 1.499994, S formula = 1.500000
S integrated at E = 0, outer radius 2000 a: 1.999945
largest error of closed wave at r = 5 a: 5.5e-07
error of zero-energy wave at r = 5 a: 4.6e-07
disc of radius 120 a, levels between 0.2 and 4 Ry:
largest relative density error, free: 8.1e-11
largest relative density error, Coulomb: 4.4e-05
bound n = 0: E = -4.000000 Ry, |psi(0)|^2 = 2.546479 1/a^2
bound n = 1: E = -0.444444 Ry, |psi(0)|^2 = 0.094314 1/a^2
bound n = 2: E = -0.160000 Ry, |psi(0)|^2 = 0.020372 1/a^2
bound n = 3: E = -0.081633 Ry, |psi(0)|^2 = 0.007424 1/a^2
bound n = 4: E = -0.049383 Ry, |psi(0)|^2 = 0.003493 1/a^2
averaged enhancement around bound n = 1: 1.58025
averaged enhancement around bound n = 2: 1.84320
averaged enhancement around bound n = 3: 1.91920
averaged enhancement around bound n = 4: 1.95092
softening d = 0.01 a (0.106 nm): S at E = 0 is 1.7767
softening d = 0.1 a (1.058 nm): S at E = 0 is 1.3373
```
